# The leading Makov–Payne error of a charged defect in a cubic cell

## A charge in a neutral sphere

Take a point charge $q$ in vacuum. A calculation in a repeated cell cannot treat it alone, because an infinite array of equal charges has no finite energy per cell. The usual remedy is to spread a charge $-q$ uniformly over the cell volume $V=L^3$. What does this do to the energy?

Replace the cubic cell for the moment by a sphere of the same volume, with radius $R_s=(3/4\pi)^{1/3}L$. A neutral sphere with spherical symmetry has no field outside, so spheres that do not overlap do not interact. Spheres of this radius centred $L$ apart overlap slightly, since $R_s\approx0.62L>L/2$. The estimate ignores that overlap, and two energies remain. Gaussian-type units are used, in which two charges interact with energy $q_1q_2/r$.

The background density is $-3q/(4\pi R_s^3)$. Its attraction to the point charge is

$$q\int_0^{R_s}\frac{-3q}{4\pi R_s^3}\,\frac{1}{r}\,4\pi r^2dr=-\frac{3q^2}{R_s^3}\,\frac{R_s^2}{2}=-\frac{3q^2}{2R_s}.$$

To find the self-energy of the background, build it up shell by shell. The charge inside $r$ has magnitude $qr^3/R_s^3$ and the next shell has magnitude $3qr^2dr/R_s^3$, so

$$\int_0^{R_s}\frac{1}{r}\,\frac{qr^3}{R_s^3}\,\frac{3qr^2}{R_s^3}\,dr=\frac{3q^2}{5R_s}.$$

The sum is $-9q^2/(10R_s)$. Written as $-\alpha_s q^2/(2L)$, it has $\alpha_s=\tfrac95(4\pi/3)^{1/3}\approx2.9$.

The energy is too low for either sign of $q$, because the charge is attracted by its own background. The error grows as $q^2$ and falls only as $1/L$. Three things are missing: the cubic shape, the polarizable host, and the finite size of a real defect charge.

## The cubic array in vacuum

For a charge density $\rho(\mathbf r)$ let $\rho(\mathbf k)=\int\rho(\mathbf r)e^{-i\mathbf k\cdot\mathbf r}d^3r$. The repeated density has Fourier coefficients $\rho(\mathbf G)/V$ at $\mathbf G=2\pi\mathbf m/L$, with $\mathbf m$ an integer vector. The background cancels the coefficient at $\mathbf G=0$. Poisson's equation multiplies each remaining coefficient by $4\pi/G^2$ to give the potential. Half the integral of density times potential over one cell is then

$$E_{\rm per}=\frac{1}{2V}\sum_{\mathbf G\neq0}\frac{4\pi|\rho(\mathbf G)|^2}{G^2},\qquad E_{\rm iso}=\frac12\int\!\frac{d^3k}{(2\pi)^3}\,\frac{4\pi|\rho(\mathbf k)|^2}{k^2}.$$

The potential has zero mean in this convention. Since the cell is neutral, adding a constant to the potential would not change $E_{\rm per}$.

For a point charge $|\rho|^2=q^2$ and both energies diverge, but their difference is finite. To form it, write $1/k^2=\int_0^\infty e^{-tk^2}dt$ and subtract at each $t$. The Gaussian integral is a product of three factors $\frac{1}{2\pi}\sqrt{\pi/t}=(4\pi t)^{-1/2}$. Hence $E_{\rm per}-E_{\rm iso}=-\alpha q^2/(2L)$, with

$$-\frac{\alpha}{L}=4\pi\int_0^\infty\!dt\left[\frac1V\sum_{\mathbf G\neq0}e^{-tG^2}-\frac{1}{(4\pi t)^{3/2}}\right].\tag{1}$$

Is $\alpha$ really independent of $L$? Put $t=L^2\tau$. Then $tG^2=4\pi^2m^2\tau$, both terms in the bracket carry $L^{-3}$, and $dt=L^2d\tau$. One factor $1/L$ remains in front of a pure number.

At large $t$ the bracket falls as $t^{-3/2}$, so the integral converges there. Small $t$ needs Poisson summation. For a smooth, decaying $g(\mathbf k)$ with transform $\hat g(\mathbf r)=\int\frac{d^3k}{(2\pi)^3}g(\mathbf k)e^{i\mathbf k\cdot\mathbf r}$, the periodic function $\sum_{\mathbf R}\hat g(\mathbf r+\mathbf R)$ has Fourier coefficients $g(\mathbf G)/V$. At $\mathbf r=0$ this gives

$$\frac1V\sum_{\mathbf G}g(\mathbf G)=\sum_{\mathbf R}\hat g(\mathbf R),\qquad \mathbf R=L\mathbf m.\tag{2}$$

For $g=e^{-tk^2}$ one has $\hat g(\mathbf R)=(4\pi t)^{-3/2}e^{-R^2/4t}$. The $\mathbf R=0$ term cancels the subtraction in (1), and the bracket becomes

$$-\frac1V+\sum_{\mathbf R\neq0}\frac{e^{-R^2/4t}}{(4\pi t)^{3/2}},$$

which is finite as $t\to0$.

Now split (1) at $t=\sigma^2$. Below the split use the last form. With $u=R/(2\sqrt t)$, $dt=-R^2du/(2u^3)$ and $(4\pi t)^{-3/2}=\pi^{-3/2}u^3/R^3$, each image gives

$$4\pi\int_0^{\sigma^2}\!\frac{e^{-R^2/4t}}{(4\pi t)^{3/2}}dt=\frac{2}{\sqrt\pi R}\int_{R/2\sigma}^\infty e^{-u^2}du=\frac{\operatorname{erfc}(R/2\sigma)}{R}.$$

Above the split integrate the original bracket directly; its last term gives $-4\pi(4\pi)^{-3/2}\,2/\sigma=-1/(\sigma\sqrt\pi)$. Altogether

$$-\frac{\alpha}{L}=\sum_{\mathbf R\neq0}\frac{\operatorname{erfc}(R/2\sigma)}{R}-\frac{4\pi\sigma^2}{V}+\frac{4\pi}{V}\sum_{\mathbf G\neq0}\frac{e^{-\sigma^2G^2}}{G^2}-\frac{1}{\sigma\sqrt\pi}.\tag{3}$$

The split point was arbitrary, so the right side does not depend on $\sigma$. The choice $\sigma^2=L^2/4\pi$ makes $1/(\sigma\sqrt\pi)=2/L$, $4\pi\sigma^2/V=1/L$, $R/2\sigma=\sqrt\pi\,m$ and $\sigma^2G^2=\pi m^2$. Therefore

$$\alpha=3-\sum_{\mathbf m\neq0}\left[\frac{\operatorname{erfc}(\sqrt\pi\,m)}{m}+\frac{e^{-\pi m^2}}{\pi m^2}\right].$$

The six vectors with $m^2=1$ contribute $0.073133+0.082533$, which brings 3 down to 2.844334. The twelve with $m^2=2$ contribute $0.003333+0.003567$ and leave 2.837435. The converged sum is $\alpha=2.837297$. The sphere, at about 2.9, had the right sign and power and nearly the right size.

## A uniform polarizable host

Let the host respond linearly and isotropically, as a cubic crystal does at long wavelength. For one wave vector let $\rho$ be the defect charge and $n$ the polarization charge it induces. The longitudinal polarization has magnitude $|n|/k$, and creating it costs $|n|^2/(2\chi k^2)$, where $\chi$ is the susceptibility. The energy to be minimized is

$$w=\frac{2\pi|\rho+n|^2}{k^2}+\frac{|n|^2}{2\chi k^2}.$$

The minimum has $n$ in phase with $\rho$ up to a sign, so both can be taken real. Setting $dw/dn=0$ gives $4\pi(\rho+n)+n/\chi=0$, hence

$$n=-\frac{4\pi\chi}{1+4\pi\chi}\rho=-\left(1-\frac1\varepsilon\right)\rho,\qquad \varepsilon=1+4\pi\chi.$$

The total charge is reduced to $\rho/\varepsilon$. Since $1/(2\chi)=2\pi/(\varepsilon-1)$, the two energies are

$$w=\frac{2\pi\rho^2}{k^2}\left[\frac{1}{\varepsilon^2}+\frac{\varepsilon-1}{\varepsilon^2}\right]=\frac{2\pi\rho^2}{\varepsilon k^2}.$$

The field energy alone would have given $1/\varepsilon^2$. The energy stored in the polarized host restores one power. Each term of $E_{\rm per}$ and $E_{\rm iso}$ is thus divided by $\varepsilon$, and so is their difference:

$$E_{\rm per}-E_{\rm iso}=-\frac{\alpha q^2}{2\varepsilon L}.\tag{4}$$

Here the energies are those added to the unperturbed host. In SI units the right side is $-\alpha q^2/(8\pi\varepsilon_0\varepsilon L)$. For $\varepsilon=1$ the vacuum result returns.

The permittivity must describe the response that the calculation allows. With ions clamped it is the electronic permittivity. If all ions relax around the defect, it is the static one.

## A defect of finite size and a host with structure

A real defect charge is spread out, and the screening by a real host changes at short distance. If the response is taken to depend on the wave vector but not to couple different wave vectors, both effects are contained in

$$F(k)=\frac{|\rho(k)|^2}{\varepsilon(k)}=F_0-F_2k^2+\dots,\qquad F_0=\frac{q^2}{\varepsilon},$$

where $\varepsilon=\varepsilon(0)$. Assume first that $F$ is isotropic, is a smooth function of $k^2$ (no odd powers of $k$ in its expansion), and decays fast at large $k$. The finite-size error is a sum minus an integral,

$$E_{\rm per}-E_{\rm iso}=\frac12\left[\frac1V\sum_{\mathbf G\neq0}-\int\!\frac{d^3k}{(2\pi)^3}\right]\frac{4\pi F(k)}{k^2}.$$

The singularity at $k=0$ is the obstacle to using (2). Remove it by splitting $F=F_0e^{-\sigma^2k^2}+[F-F_0e^{-\sigma^2k^2}]$. The second part, multiplied by $4\pi/k^2$, is a smooth function $g(k)$ with

$$g(0)=4\pi(\sigma^2F_0-F_2).$$

For $g$ the full sum minus the integral is $\sum_{\mathbf R\neq0}\hat g(\mathbf R)$ by (2). The sum needed here omits $\mathbf G=0$, which adds $-g(0)/V$.

For the Gaussian part, the integral of $4\pi e^{-\sigma^2k^2}/k^2$ is $1/(\sigma\sqrt\pi)$, and (3) gives sum minus integral as

$$-\frac{\alpha}{L}+\frac{4\pi\sigma^2}{V}-\sum_{\mathbf R\neq0}\frac{\operatorname{erfc}(R/2\sigma)}{R}.$$

Multiply this by $F_0/2$ and add $-g(0)/(2V)$. The terms $\pm2\pi\sigma^2F_0/V$ cancel, as they must for an arbitrary $\sigma$:

$$E_{\rm per}-E_{\rm iso}=-\frac{\alpha q^2}{2\varepsilon L}+\frac{2\pi F_2}{L^3}+\text{rapidly decaying terms}.\tag{5}$$

What is $F_2$? For a spherical charge, averaging $e^{-i\mathbf k\cdot\mathbf r}$ over angles gives $1-k^2r^2/6+\dots$, so $\rho(k)=q-Qk^2/6+\dots$ with $Q=\int\rho r^2d^3r$. Squaring gives $|\rho|^2=q^2-qQk^2/3+\dots$. If $1/\varepsilon(k)=1/\varepsilon+bk^2+\dots$, the product yields

$$F_2=\frac{qQ}{3\varepsilon}-q^2b.$$

The width of the charge and the short-range failure of screening enter with opposite signs when $qQ$ and $b$ are positive. Neither touches the $1/L$ term, which depends on $F(0)$ alone.

If $F$ has direction-dependent terms of order $k^2$, from a dipole moment or from cubic anisotropy, division by $k^2$ leaves a function of direction. The substitution $\mathbf k=2\pi\mathbf m/L$ then shows that its sum-minus-integral enters no earlier than order $L^{-3}$. For a quadratic form such as $(\mathbf p\cdot\mathbf k)^2$, the cubic symmetry of the vectors $\mathbf G$ cancels the traceless part, and only the angular mean $p^2k^2/3$ counts, as part of $F_2$. By the same scaling, direction-dependent terms of order $k^4$ can leave a remainder of order $L^{-5}$ in place of the rapidly decaying one. None of these touches the leading term.

## A host made of atoms

Does the macroscopic $\varepsilon$ govern the $1/L$ term when the host is discrete? Consider a simple cubic lattice of point dipoles with lattice constant $a$, and a unit charge at the centre of one lattice cube in each supercell. For a given supercell the induced dipoles follow from linear equations, solved numerically for each wave vector. The permittivity is not an input: it is read from the response of the perfect lattice to a long-wave charge.

Each energy is the computed relaxation energy of the dipoles plus the vacuum term $-\alpha/(2L)$ of the bare charge. The energies were fitted to a constant plus terms in $1/L$, $1/L^3$ and $1/L^5$. In units of charge squared, the $1/L$ coefficients are:

| polarizability | $\varepsilon$ | cells $4a$–$10a$ | cells $12a$–$24a$ | $-\alpha/2\varepsilon$ |
|---|---|---|---|---|
| $0.06a^3$ | 2.007 | −0.7076 | −0.7068 | −0.7068 |
| $0.12a^3$ | 4.032 | −0.3587 | −0.3519 | −0.3518 |

The larger cells reproduce (4) closely. For the more polarizable lattice, the fit to small cells misses the coefficient by about 2% of its value. Four cells determine the four fitted coefficients exactly, so the miss comes from terms that the fit omits and that still matter at these sizes. A slope extrapolated from small supercells can therefore be less reliable than the formula.

## Numbers for a model defect

Take a Gaussian charge with $\rho(k)=qe^{-s^2k^2/2}$, $s=1$ Å, and the screening

$$\frac{1}{\varepsilon(k)}=\frac1\varepsilon+\left(1-\frac1\varepsilon\right)\frac{\lambda^2k^2}{1+\lambda^2k^2},\qquad\lambda=0.5\ \text{Å}.$$

It goes from $1/\varepsilon$ at long wavelength to 1 at short wavelength. These are round model values and stand for no particular material. Expanding $|\rho|^2=q^2(1-s^2k^2+\dots)$ and $1/\varepsilon(k)$ gives

$$F_2=q^2\left[\frac{s^2}{\varepsilon}-\left(1-\frac1\varepsilon\right)\lambda^2\right].$$

From here $q$ is in units of the elementary charge, and energies carry the factor $e^2/(4\pi\varepsilon_0)=14.39965$ eV Å. For $q=1$, $\varepsilon=10$ and $L=10$ Å the leading error is

$$-\frac{14.39965\times2.837297}{2\times10\times10}\ \text{eV}=-0.2043\ \text{eV}.$$

Also $F_2=0.100-0.225=-0.125$ Å$^2$, so the next term is $2\pi\times14.39965\times(-0.125)/1000=-0.0113$ eV. Their sum is $-0.2156$ eV.

For comparison, the isolated energy is the integral $\frac1\pi\int_0^\infty F\,dk$ times the Coulomb factor, which numerical quadrature gives as 0.75222 eV. The periodic energy is summed directly over $\mathbf G$. The differences, in eV, are:

| $L$ (Å) | $E_{\rm per}$ | error | leading | $L^{-3}$ term |
|---|---|---|---|---|
| 10 | 0.53663 | −0.21559 | −0.20428 | −0.01131 |
| 20 | 0.64866 | −0.10355 | −0.10214 | −0.00141 |
| 40 | 0.70097 | −0.05125 | −0.05107 | −0.00018 |

Doubling $L$ halves the leading term and divides the next by eight. Without correction the 40 Å cell is still wrong by 0.051 eV, although it has 64 times the volume of the 10 Å cell. Adding $+\alpha q^2/(2\varepsilon L)$ to the 10 Å result gives $0.53663+0.20428=0.74091$ eV, which is 0.011 eV below the isolated value.

For $q=1$, $\varepsilon=10$ and $L=10$ Å the correction to add is 0.2043 eV, or 0.007507 hartree. For $q=2$ it is four times larger, 0.8171 eV.

Now vary the permittivity at $L=20$ Å and $q=1$:

| $\varepsilon$ | error (eV) | leading (eV) |
|---|---|---|
| 2 | −0.50646 | −0.51070 |
| 5 | −0.20428 | −0.20428 |
| 10 | −0.10355 | −0.10214 |
| 20 | −0.05319 | −0.05107 |

The leading term follows $1/\varepsilon$. The full error does so only approximately, and it crosses from smaller to larger magnitude than the leading term. The agreement at $\varepsilon=5$ is a coincidence of the parameters: there $F_2=0.20-0.20=0$. In the limit $\varepsilon\to\infty$ the $1/L$ term vanishes, while $F_2\to-q^2\lambda^2$. Apart from the rapidly decaying terms, what remains is $-2\pi q^2\lambda^2/L^3$. This negative error is present only because screening is imperfect at short range: it vanishes for $\lambda=0$.

## Where the leading correction stops being enough

The derivation needs a charge localized well inside the cell and $L$ much larger than the screening length. If the added electron or hole spreads through the host band, there is no localized $q$ whose images can be removed, and (4) does not apply. A strongly nonlinear response near the defect is also outside the derivation.

An anisotropic permittivity makes $F(\mathbf k)$ depend on direction even as $k\to0$, so a single number $\alpha/\varepsilon$ no longer suffices. Another cell shape has its own lattice sum, so $\alpha$ must be computed again. A slab with vacuum has no single uniform $\varepsilon$.

A formation energy also needs the energy of the electrons exchanged with a reservoir, measured against a consistently aligned potential. That choice of reference is a separate step, and (4) does not supply it.
